Dipole fluctuations at constant displacement and the factor (ε − 1)/ε

Take a block of linear dielectric of volume V between two wide metal plates, and let P be its mean polarization along z, the normal to the plates. Connect the plates by a wire, so that the macroscopic field E in the block is zero. Suppose that a polarization P then costs the free energy VP²/(2ε0χ), where χ is the susceptibility. This cost is a spring, and equipartition gives it a mean value kT/2:

V<P²>/(2ε0χ) = kT/2, so V<P²>/(ε0kT) = χ = ε − 1.

Now remove the wire while the plates carry no charge. The displacement D = ε0E + P is held at zero, so any polarization produces the field E = −P/ε0. The energy of that field is Vε0E²/2 = VP²/(2ε0), a second spring acting on the same variable. The stiffnesses add:

(V/2ε0)(1/χ + 1)<P²> = kT/2,

V<P²>/(ε0kT) = χ/(1 + χ) = (ε − 1)/ε.

The material is the same in both cases; the circuit decides whether a fluctuation must pay for its own depolarizing field. What remains is to remove the assumption of a quadratic free energy, to allow a bias, and to find how large the body must be.

The quantity to be followed is the normalized variance

v = V(<P²> − <P>²)/(ε0kT).

The normalization is by the thermal scale ε0kT/V and not by the square of the mean, which vanishes without bias. SI units are used, and P = M/V, where M is the z component of the total dipole moment. The dipoles are classical and rigid: P is fixed by their positions and orientations and has no further dependence on E or D. The medium is isotropic at zero field. For the block between the plates, the macroscopic field along x and y is held at zero.

Let H0 be the energy of a configuration with the plates short-circuited. In that state a dipole with z component m draws the charge m/L to the lower plate, L being the plate separation. This follows from reciprocity, because a unit potential difference between the empty plates produces the field 1/L. All dipoles together draw the charge density M/(LA) = P, where A is the plate area. This agrees with D = P at E = 0.

Hold the dipoles still and carry charge from one plate to the other until the lower plate has charge density D. At an intermediate density σ the field is (σ − P)/ε0 and the potential difference is L times that. The work done is

∫ A dσ L(σ − P)/ε0, from σ = P to σ = D, = V(D − P)²/(2ε0).

If the plates are then isolated, D stays fixed while the dipoles move, and their energy is

H_D = H0 + V(D − P)²/(2ε0).

If a battery holds E instead, the stored energy is H0 + Vε0E²/2. The battery has delivered the charge A(ε0E + P) through the potential difference EL, which lowers its own energy by VE(ε0E + P). The sum is

H_E = H0 − VEP − Vε0E²/2.

The last term does not depend on the configuration and cancels from all averages.

The term P²/(2ε0) can be seen in a sum over point dipoles. Let a wide slab of a simple cubic lattice carry equal dipoles. Summing the dipole fields over nine lattice planes, each out to 200 lattice constants with the remainder of the plane integrated, gives the local field at a site of the middle plane. It is −0.6667 P/ε0 for dipoles perpendicular to the slab and +0.3333 P/ε0 for dipoles lying in it. The interaction energy per volume is −P/2 times the local field, the half preventing double counting. The perpendicular state therefore lies higher by

(P/2)(0.3333 + 0.6667)P/ε0 = 0.5000 P²/ε0.

The in-plane state has E = 0 and the perpendicular one has D = 0. Cubic symmetry makes H0 equal for the two, so the difference is the field energy found above.

At constant E the Boltzmann average, with β = 1/(kT), is

<P> = Σ P exp(−βH0 + βVEP) / Σ exp(−βH0 + βVEP),

where Σ stands for the sum or integral over configurations. Differentiating the numerator brings down βVP, and differentiating the denominator subtracts its mean:

d<P>/dE = βV(<P²> − <P>²).

The differential permittivity is defined by ε = 1 + (1/ε0)d<P>/dE. Dividing the previous line by ε0 gives

v_E = ε − 1.

At constant D the weight is exp[−βH0 − βV(D − P)²/(2ε0)]. The derivative of its logarithm with respect to D is −βV(D − P)/ε0. In the derivative of <P> this appears as a covariance with P:

d<P>/dD = −(βV/ε0)[<P(D − P)> − <P><D − P>].

The terms containing D cancel, since D is a constant. The two minus signs combine, leaving

d<P>/dD = (βV/ε0)(<P²> − <P>²) = v_D.

No expansion has been made, so this holds for any number of dipoles and any bias. The mean field at constant D is <E> = (D − <P>)/ε0. Solving for <P> and differentiating,

v_D = d<P>/dD = 1 − ε0 d<E>/dD = 1 − 1/ε_D,

with ε_D = dD/(ε0 d<E>). This has the desired form, but ε_D is the slope of a curve measured at constant D, while ε was the slope of a curve measured at constant E. The two agree only to the extent that the two ensembles describe the same state.

To compare them, write the distribution of P with the plates short-circuited as

w(P) ∝ g(P) exp[−βVf(P)],

where f is a free-energy density and g is a smooth factor that does not grow exponentially with V. At constant E the exponent contains f − EP, and its minimum satisfies f′(P) = E. At constant D it contains f + (D − P)²/(2ε0), and its minimum satisfies f′(P) = (D − P)/ε0. The right-hand side is the field, so for a matched pair E and D both minima lie at the same P. At this minimum dE/dP = f″, and since dP/dE = ε0(ε − 1),

f″ = 1/[ε0(ε − 1)].

The curvature of the exponent is f″ at constant E and f″ + 1/ε0 at constant D. A Gaussian weight exp(−βVκy²/2), with y the deviation of P from the minimum, has variance kT/(Vκ), and hence v = 1/(ε0κ). Therefore

1/v_E = ε0f″ = 1/(ε − 1),

1/v_D = ε0f″ + 1 = 1/v_E + 1,

v_D = (ε − 1)/ε.

The two springs of the opening case reappear, now as local curvatures at any bias for which the minimum is single and stable.

The error of the Gaussian step follows from setting P = P* + u/√V, where P* is the minimum. The quadratic term of the exponent is then independent of V. The cubic term and the slope of ln g are odd in u and of order 1/√V. To first order they shift the mean of u and leave its variance alone; they enter the variance through their squares, of order 1/V. The quartic term and the curvature of ln g are of order 1/V from the start. The variance thus has relative corrections of order 1/V, and the mean of P shifts by an amount of order 1/V. A surface that alters the medium only within a layer of fixed thickness adds a relative contribution that scales with the surface-to-volume ratio.

Two limits show what the circuit does. For ε − 1 ≪ 1 the results ε − 1 and (ε − 1)/ε agree to leading order, because the depolarizing field of a weakly polar medium is a small addition to a stiff spring. For ε → ∞ the material's own stiffness f″ vanishes. Then v_E grows without bound, while v_D tends to 1, the value set by the field energy alone. Both statements are for a large body, and the size required depends on why ε is large. If f″ vanishes while the quartic coefficient of f stays finite, the Gaussian estimate at constant E needs an ever larger body, since the quartic term is no longer small beside the quadratic one. At constant D the curvature stays near 1/ε0. Large dipoles without coupling behave differently. If N independent dipoles have z components ±m, the variance of M at E = 0 is Nm² at any size. At constant D, however, P changes in steps of 2m/V, and the Gaussian estimate fails once these exceed the thermal width √(ε0kT/V). The discreteness changes the variance by less than 10⁻⁶ for a step equal to the width, by about 0.5% for 1.5 widths and by about 14% for two widths.

Rigidity of the dipoles was used when P was not differentiated at fixed configuration. Suppose instead that electrons follow the fields at minimum energy and give the frozen configuration a permittivity ε∞. Because the electronic energy is stationary, the energy derivatives keep their form, −VP at constant E and V(D − P)/ε0 at constant D, up to terms independent of configuration. Each response gains the mean direct change of P, which is ε0(ε∞ − 1) per unit E and 1 − 1/ε∞ per unit D. Subtracting it leaves the fluctuation part:

v_E = (ε − 1) − (ε∞ − 1) = ε − ε∞,

v_D = (1 − 1/ε) − (1 − 1/ε∞) = 1/ε∞ − 1/ε.

Both reduce to the earlier results at ε∞ = 1, and the form (ε − 1)/ε fails otherwise. The dipoles are taken as rigid again from here on.

The conditions E = 0 and D = 0 are two members of a family in which the added energy is λVP²/(2ε0). The curvature argument gives

1/v_λ = 1/(ε − 1) + λ, so v_λ = (ε − 1)/[1 + λ(ε − 1)].

A third member is a sphere of radius R embedded in a continuum of permittivity ε′. Let the sphere carry a uniform polarization P along z. Inside, the potential is −E_in r cos θ; outside, it is b cos θ/r². Continuity of the potential and of the normal displacement at r = R requires

−E_in R = b/R²,

ε0E_in + P = 2ε0ε′b/R³.

The first gives b = −E_in R³. Inserted in the second, it gives ε0E_in + P = −2ε0ε′E_in, and hence

E_in = −P/[ε0(2ε′ + 1)].

Building up the polarization against this field costs −V∫E_in dP = VP²/[2ε0(2ε′ + 1)]. This is a reversible work and includes the response of the surroundings. Thus λ = 1/(2ε′ + 1). A conducting surrounding, ε′ → ∞, gives λ = 0; vacuum gives λ = 1/3.

The Kirkwood-Froehlich choice is to surround the sphere by its own medium, ε′ = ε. Then

v_sphere = (ε − 1)/[1 + (ε − 1)/(2ε + 1)]
= (ε − 1)(2ε + 1)/(2ε + 1 + ε − 1)
= (ε − 1)(2ε + 1)/(3ε).

This holds for a sphere large enough that its surface layer can be neglected. It is also the average over three axes of a body with constant D = 0 along one axis and E = 0 along the other two:

(2v_E + v_D)/3 = [2(ε − 1) + (ε − 1)/ε]/3 = (ε − 1)(2ε + 1)/(3ε).

For large bodies of equal volume, the total dipole fluctuation in such a mixed ensemble therefore equals that of the Kirkwood-Froehlich sphere, although its distribution over the axes differs.

To express this through correlations, let N dipoles of size μ have number density ρ = N/V. If they were independent, each component of the total moment would have variance Nμ²/3, giving

v = Nμ²/(3Vε0kT) = ρμ²/(3ε0kT) ≡ a.

The correlation factor is the actual variance divided by this reference. It is G_E = v_E/a at constant E, G_D = v_D/a at constant D, and g_K = v_sphere/a for the sphere. Multiplying a g_K = v_sphere by 3 gives the Kirkwood-Froehlich equation for rigid dipoles,

(ε − 1)(2ε + 1)/ε = ρμ²g_K/(ε0kT),

and the average over axes becomes g_K = (2G_E + G_D)/3. A correlation factor belongs to a material together with its electrical boundary.

A model that can be counted without sampling gives these statements numbers. Choose T = 300 K, μ = 2.0 D = 6.671 × 10⁻³⁰ C m and ρ = 30 nm⁻³. Each dipole points to one of the eight corners of a cube, so its components are ±μ/√3. Let s be the vector of the three signs. The dipoles form a ring, and neighbours have the energy −J s·s′ with K = J/(kT) = 0.50. The ring represents short-range correlation in H0; long-range electrostatics enters through the boundary energy alone. Since s·s′ is a sum over components, the three axes are statistically independent, and holding D along z changes the z components alone. The reference value is

a = 3 × 10²⁸ × (6.671 × 10⁻³⁰)²/(3 × 8.854 × 10⁻¹² × 1.3806 × 10⁻²³ × 300) = 12.14.

At E = 0 in a long ring, the products of neighbouring signs are independent, each with mean t = tanh K. Two signs n steps apart have correlation tⁿ, and summing over both directions gives

G_E = 1 + 2(t + t² + …) = (1 + t)/(1 − t) = exp(2K) = 2.718.

Thus v_E = 12.136 × 2.7183 = 32.99 and ε = 33.99. The slope of <P> under a small field, computed for 1600 dipoles by a central difference, gives the same ε = 33.99. The predicted constant-D value is 32.988/33.988 = 0.9706.

For a finite ring the distribution of P follows from counting. Let i of the N signs along z be positive and let them form k separate runs. Choose the first site of a positive run in N ways, then divide i positive and N − i negative signs into k runs each. Every arrangement has been counted k times, so the number is

(N/k) C(i − 1, k − 1) C(N − i − 1, k − 1),

where C denotes a binomial coefficient. There are 2k unlike bonds, so the Boltzmann factor is exp[K(N − 4k)]; the two uniform states have exp(KN). Multiplying by exp[−βVP²/(2ε0)] and summing gives the variance at D = 0. It is 0.97165 for N = 100, 0.97085 for N = 400 and 0.97065 for N = 1600. The excesses over the large-N value are 1.08 × 10⁻³, 2.70 × 10⁻⁴ and 6.74 × 10⁻⁵. Each fourfold increase in size reduces the excess by a factor of four, as a correction of order 1/V must.

A ring of five dipoles shows how the large-body result fails. Enumeration of all its states with D = 0 along z gives v = 31.63 along x and y but 2.43 along z, well above the bound of 1 that (ε − 1)/ε sets for ε > 1. An odd number of signs cannot cancel. The smallest polarization is one fifth of the saturation value ρμ/√3, and if P took only the two values of this magnitude, one of each sign, then

v = V(ρμ/√3)²/(25ε0kT) = 5a/25 = 12.136/5 = 2.427.

Larger polarizations account for the small remainder. The identity v_D = 1 − 1/ε_D still holds, but with a negative ε_D. The constant-D slope of so small a body is not the permittivity of a bulk medium.

For 1600 dipoles V = 1600/30 = 53.3 nm³. The root-mean-square polarization √(ε0kTv/V) is 4.76 mC/m² at constant E and 0.817 mC/m² at constant D. Their ratio is 5.83, and its square, 34.0, is v_E/v_D, which in the large-body limit equals ε.

The differential permittivity matters under bias. Saturation along one axis is 115.55 mC/m². At D = 110.0 mC/m² the counted mean is P = 103.5 mC/m², leaving ε0E = 6.5 mC/m², or E = 0.7345 V/nm. A field of this size lies well above the breakdown strength of bulk polar liquids; the biased state illustrates the result within the model and is not a state a bulk capacitor could hold. Holding that field instead gives P = 103.4 mC/m², so the two ensembles differ by about 0.1% of P at this size. The slope at constant E gives ε = 4.646 and the prediction 1 − 1/4.646 = 0.7848. The variance counted at constant D is 0.7841. The zero-field permittivity would have given 0.9706: near saturation the dipoles have become stiff, and the field energy supplies about 78% of the total stiffness instead of 97%.

For the sphere, λ = 1/(2 × 33.988 + 1) = 0.01450. Counting with this boundary energy gives v_sphere = 22.33, while the formula gives 22.32; the difference is about 0.05% of the value at N = 1600. The correlation factors are

G_E = 32.988/12.136 = 2.718,

G_D = 0.9706/12.136 = 0.0800,

g_K = (2 × 2.718 + 0.0800)/3 = 1.839.

At constant E the short-range coupling appears as a strong positive correlation. At constant D the same coupling is present, yet the z component of the total moment fluctuates far less than that of independent dipoles at E = 0. Independent dipoles at D = 0 would themselves have only v = a/(1 + a) = 0.924, so the reduction comes from the field energy. The change in G is 0.080 − 2.718 = −2.638. Shared among the 1599 partners of a dipole, it is on average −0.0016 per partner. A shift hardly visible in any one pair changes the sum by a factor of 34, because the number of partners grows with the body as the shift per partner falls.

The compression of v_D towards 1 has a price when ε is to be found from fluctuations. From ε = 1/(1 − v_D),

dε/ε = dv_D/(1 − v_D) = ε dv_D = (ε − 1) dv_D/v_D,

where the last step uses εv_D = ε − 1. A small relative error in v_D is multiplied by ε − 1, here about 33. From ε = 1 + v_E, in contrast,

dε/ε = [(ε − 1)/ε] dv_E/v_E,

and the relative error is slightly reduced. Changing v_E by −1% or +1% gives ε = 33.7 or 34.3. The same changes in v_D give 25.6 or 50.9. The asymmetry comes from the pole at v_D = 1, which an overestimate of about 3% would reach. For equal relative errors of the variance, constant E is therefore the better source of a large permittivity. Runs of equal length do not give equal errors, because the stiffer variable at constant D relaxes faster. If the relaxation time falls in proportion to the stiffness, as it does for independent dipoles flipped one at a time, the relative error of v_D is smaller by about √ε, and the advantage of constant E drops from a factor ε to about √ε.
